# Why Semilocal TDDFT Misses the Charge-Transfer Attraction and Hybrids Recover Part: verification in Python

```python
"""
Result under test: for donor HOMO i and acceptor LUMO a at distance R,
    omega = eps_a - eps_i - alpha*(ii|aa),   (ii|aa) -> 1/R,
where alpha is the exact-exchange fraction. Semilocal functionals have alpha=0.
omega: singlet charge-transfer energy from full response diagonalization.
eps: orbital energies; (ii|aa): Coulomb integral of two orbital densities.
System: stacked C2H4 molecules, the acceptor with a stretched C=C bond.
Energies are in hartree and distances R in bohr unless labelled otherwise.
"""
import numpy as np
from scipy import constants
from pyscf import gto, scf, dft, lib
from pyscf.tdscf import rhf as response

lib.num_threads(1)
BOHR = constants.physical_constants["Bohr radius"][0] * 1e10
EV = constants.physical_constants["Hartree energy in eV"][0]
DONOR_CC, ACCEPTOR_CC = 1.33, 1.43
H_ALONG, H_ACROSS = 0.56, 0.92
R_NEAR, R_FAR = 20.0, 40.0
GRID = (30, 110)


def ethylene(cc, z):
    """Planar molecule; input lengths in angstrom, height z in bohr."""
    atoms = []
    for sign in (-1, 1):
        atoms.append(("C", (sign * cc / 2 / BOHR, 0.0, z)))
        for side in (-1, 1):
            x = sign * (cc / 2 + H_ALONG) / BOHR
            atoms.append(("H", (x, side * H_ACROSS / BOHR, z)))
    return atoms


def molecule(atoms, charge=0, spin=0):
    return gto.M(atom=atoms, unit="Bohr", basis="sto-3g",
                 charge=charge, spin=spin, verbose=0)


def mean_field(mol, xc, unrestricted=False):
    if xc == "HF":
        mf = scf.UHF(mol) if unrestricted else scf.RHF(mol)
    else:
        mf = dft.UKS(mol) if unrestricted else dft.RKS(mol)
        mf.xc = xc
        mf.grids.atom_grid = GRID
        mf.small_rho_cutoff = 0
    mf.conv_tol = 1e-10
    mf.max_cycle = 100
    return mf


def solve_dimer(distance, xc, guess=None):
    mol = molecule(ethylene(DONOR_CC, 0.0) +
                   ethylene(ACCEPTOR_CC, distance))
    mf = mean_field(mol, xc)
    mf.kernel(dm0=guess)
    assert mf.converged
    return mol, mf


def frontier_orbitals(mol, mf):
    """Donor HOMO and acceptor LUMO from Lowdin fragment weights."""
    s_val, s_vec = np.linalg.eigh(mol.intor("int1e_ovlp"))
    half = (s_vec * np.sqrt(s_val)) @ s_vec.T
    n_donor = mol.nao_nr() // 2
    weight = np.sum((half @ mf.mo_coeff)[:n_donor]**2, axis=0)
    nocc = mol.nelectron // 2
    homo = max(p for p in range(nocc) if weight[p] > 0.5)
    lumo = min(p for p in range(nocc, len(weight)) if weight[p] < 0.5)
    return homo, lumo


def coulomb(mol, density1, density2, omega=0.0):
    """Coulomb integral; positive omega keeps only erf(omega*r)/r."""
    with mol.with_range_coulomb(omega):
        eri = mol.intor("int2e", aosym="s8")
    potential = scf.hf.dot_eri_dm(eri, density2, hermi=1)[0]
    return float(np.sum(potential * density1))


def promoted_energy(mol, mf, homo, lumo, xc):
    """Energy change when one spin-up electron moves, orbitals frozen."""
    c = mf.mo_coeff
    down = mf.make_rdm1() / 2
    up = (down - np.outer(c[:, homo], c[:, homo])
          + np.outer(c[:, lumo], c[:, lumo]))
    open_shell = mean_field(mol, xc, unrestricted=True)
    return open_shell.energy_tot(dm=np.array([up, down])) - mf.e_tot


def excitation_energies(mf, homo, lumo, nocc):
    """Tamm-Dancoff and full-response energies of the same excitation."""
    a4, b4 = response.get_ab(mf)
    size = a4.shape[0] * a4.shape[1]
    a, b = a4.reshape(size, size), b4.reshape(size, size)
    pair = homo * a4.shape[1] + lumo - nocc
    energy, vector = np.linalg.eigh(a)
    state = np.argmax(vector[pair]**2)
    d_val, d_vec = np.linalg.eigh(a - b)
    assert d_val.min() > 0
    root = (d_vec * np.sqrt(d_val)) @ d_vec.T
    square, z = np.linalg.eigh(root @ (a + b) @ root)
    full_state = np.argmax(z[pair]**2)
    assert square[full_state] > 0
    return (energy[state], np.sqrt(square[full_state]),
            vector[pair, state]**2)


print(f"Donor C=C length: {DONOR_CC:.2f} angstrom")
print(f"Acceptor C=C length: {ACCEPTOR_CC:.2f} angstrom")
print(f"H offset from C along, across C=C: {H_ALONG:.2f}, "
      f"{H_ACROSS:.2f} angstrom")

# The local-density kernel must lose its coupling much faster than 1/R.
kernel_parts = []
guess = None
for distance in (8.0, 10.0):
    mol, mf = solve_dimer(distance, "LDA,VWN", guess)
    guess = mf.make_rdm1()
    i, a = frontier_orbitals(mol, mf)
    nocc = mol.nelectron // 2
    matrix = response.get_ab(mf)[0]
    gap = mf.mo_energy[a] - mf.mo_energy[i]
    total = matrix[i, a - nocc, i, a - nocc] - gap
    product = np.outer(mf.mo_coeff[:, i], mf.mo_coeff[:, a])
    product = (product + product.T) / 2
    hartree = 2 * coulomb(mol, product, product)
    kernel_parts.append((hartree, total - hartree))
    print(f"LDA R={distance:.0f} bohr: Hartree coupling {hartree:.3e}, "
          f"xc coupling {total-hartree:.3e} hartree")
for near, far in zip(*kernel_parts):
    assert abs(far) < 0.1 * abs(near)
    assert abs(far) < 1e-3

cases = (("LDA", "LDA,VWN", 0.0), ("PBE", "PBE,PBE", 0.0),
         ("PBE0", "PBE0", 0.25),
         ("half exact/local", "0.5*HF + 0.5*LDA, VWN", 0.5),
         ("HF", "HF", 1.0))
gaps = {}
largest_full_difference = 0.0
smallest_weight = 1.0
for name, xc, alpha in cases:
    omegas, gap_values, promoted = [], [], []
    for distance in (R_NEAR, R_FAR):
        mol, mf = solve_dimer(distance, xc, guess)
        guess = mf.make_rdm1()
        i, a = frontier_orbitals(mol, mf)
        c = mf.mo_coeff
        hole = np.outer(c[:, i], c[:, i])
        electron = np.outer(c[:, a], c[:, a])
        attraction = coulomb(mol, hole, electron)
        gap = mf.mo_energy[a] - mf.mo_energy[i]
        omega, full_omega, weight = excitation_energies(
            mf, i, a, mol.nelectron // 2)
        assert abs(attraction - 1 / distance) < 3e-4
        assert abs(omega - (gap - alpha * attraction)) < 2e-4
        assert abs(full_omega - omega) < 1e-4
        assert weight > 0.98
        largest_full_difference = max(largest_full_difference,
                                      abs(full_omega - omega))
        smallest_weight = min(smallest_weight, weight)
        omegas.append(omega)
        gap_values.append(gap)
        print(f"{name} R={distance:.0f} bohr: gap {gap:.6f}, "
              f"omega {omega:.6f} hartree ({omega*EV:.3f} eV)")
        if name in ("PBE", "HF"):
            change = promoted_energy(mol, mf, i, a, xc)
            promoted.append(change)
            print(f"  {name} promoted-determinant energy: "
                  f"{change:.6f} hartree")
            if name == "HF":
                product = np.outer(c[:, i], c[:, a])
                product = (product + product.T) / 2
                exchange = coulomb(mol, product, product)
                assert abs(change - (gap - attraction + exchange)) < 1e-6
        if name == "HF":
            long_range = coulomb(mol, hole, electron, omega=0.3)
            assert abs(long_range - attraction) < 1e-6
            print(f"  (ii|aa): {attraction:.6f}; 1/R: {1/distance:.6f}; "
                  f"erf part: {long_range:.6f} hartree")
    inverse_change = 1 / R_NEAR - 1 / R_FAR
    slope = (omegas[1] - omegas[0]) / inverse_change
    assert abs(slope - alpha) < 0.02
    assert abs(gap_values[1] - gap_values[0]) < 3e-4
    gaps[name] = gap_values[1]
    print(f"{name}: exact fraction {alpha:.2f}, "
          f"slope against -1/R {slope:.4f} (dimensionless)")
    if promoted:
        determinant_slope = (promoted[1] - promoted[0]) / inverse_change
        assert abs(determinant_slope - 1) < 0.03
        print(f"  {name} promoted-determinant slope: "
              f"{determinant_slope:.4f} (dimensionless)")

assert gaps["PBE"] < gaps["PBE0"] < gaps["HF"]
assert gaps["LDA"] < gaps["half exact/local"] < gaps["HF"]
print(f"Largest full-response minus Tamm-Dancoff difference: "
      f"{largest_full_difference:.2e} hartree")
print(f"Smallest weight of i->a in the excited state: "
      f"{smallest_weight:.6f} (dimensionless)")

# Isolated-ion energies test the semilocal error in the constant term.
ion_energies = {}
for label, cc, charge in (("donor", DONOR_CC, 0),
                          ("donor cation", DONOR_CC, 1),
                          ("acceptor", ACCEPTOR_CC, 0),
                          ("acceptor anion", ACCEPTOR_CC, -1)):
    mol = molecule(ethylene(cc, 0.0), charge, abs(charge))
    mf = mean_field(mol, "PBE,PBE", unrestricted=bool(charge))
    mf.kernel()
    assert mf.converged
    ion_energies[label] = mf.e_tot
ionization = ion_energies["donor cation"] - ion_energies["donor"]
affinity = ion_energies["acceptor"] - ion_energies["acceptor anion"]
assert ionization - affinity > gaps["PBE"] + 0.1
print(f"PBE donor ionization energy I_D: {ionization:.6f} hartree")
print(f"PBE acceptor electron affinity A_A: {affinity:.6f} hartree")
print(f"PBE I_D-A_A: {ionization-affinity:.6f} hartree "
      f"({(ionization-affinity)*EV:.3f} eV)")
print(f"PBE I_D-A_A minus orbital gap: "
      f"{ionization-affinity-gaps['PBE']:.6f} hartree")
print("done: every assertion held")
```

Output:

```
Donor C=C length: 1.33 angstrom
Acceptor C=C length: 1.43 angstrom
H offset from C along, across C=C: 0.56, 0.92 angstrom
LDA R=8 bohr: Hartree coupling 4.156e-03, xc coupling -7.459e-04 hartree
LDA R=10 bohr: Hartree coupling 9.395e-06, xc coupling -1.724e-06 hartree
LDA R=20 bohr: gap 0.235034, omega 0.235034 hartree (6.396 eV)
LDA R=40 bohr: gap 0.235045, omega 0.235045 hartree (6.396 eV)
LDA: exact fraction 0.00, slope against -1/R 0.0004 (dimensionless)
PBE R=20 bohr: gap 0.235878, omega 0.235878 hartree (6.419 eV)
  PBE promoted-determinant energy: 0.626367 hartree
PBE R=40 bohr: gap 0.235888, omega 0.235888 hartree (6.419 eV)
  PBE promoted-determinant energy: 0.651401 hartree
PBE: exact fraction 0.00, slope against -1/R 0.0004 (dimensionless)
  PBE promoted-determinant slope: 1.0014 (dimensionless)
PBE0 R=20 bohr: gap 0.330740, omega 0.318232 hartree (8.660 eV)
PBE0 R=40 bohr: gap 0.330750, omega 0.324499 hartree (8.830 eV)
PBE0: exact fraction 0.25, slope against -1/R 0.2507 (dimensionless)
half exact/local R=20 bohr: gap 0.423514, omega 0.398497 hartree (10.844 eV)
half exact/local R=40 bohr: gap 0.423524, omega 0.411022 hartree (11.184 eV)
half exact/local: exact fraction 0.50, slope against -1/R 0.5010 (dimensionless)
HF R=20 bohr: gap 0.613527, omega 0.563489 hartree (15.333 eV)
  HF promoted-determinant energy: 0.563499 hartree
  (ii|aa): 0.050027; 1/R: 0.050000; erf part: 0.050027 hartree
HF R=40 bohr: gap 0.613535, omega 0.588531 hartree (16.015 eV)
  HF promoted-determinant energy: 0.588532 hartree
  (ii|aa): 0.025004; 1/R: 0.025000; erf part: 0.025004 hartree
HF: exact fraction 1.00, slope against -1/R 1.0017 (dimensionless)
  HF promoted-determinant slope: 1.0013 (dimensionless)
Largest full-response minus Tamm-Dancoff difference: 4.76e-08 hartree
Smallest weight of i->a in the excited state: 0.999980 (dimensionless)
PBE donor ionization energy I_D: 0.361602 hartree
PBE acceptor electron affinity A_A: -0.242525 hartree
PBE I_D-A_A: 0.604127 hartree (16.439 eV)
PBE I_D-A_A minus orbital gap: 0.368240 hartree
done: every assertion held
```
